\section*{The cylindrically truncated Coulomb kernel for wires and its neutrality condition}

Before the phonons of a wire can be computed in a plane-wave supercell, two choices must be made: which Coulomb kernel multiplies the charge density, and what value it takes where the axial wavevector is zero. With the bulk kernel $4\pi/G^2$ the wire interacts with its lateral images, and when the wire or its perturbed density carries a transverse dipole, more vacuum removes the resulting error only slowly. A kernel cut off on a cylinder removes the images at finite cell size, but its transform in general diverges logarithmically as the axial wavevector goes to zero. What remains there is a logarithm with a reference length, whose choice does not affect a neutral wire but fixes the energy of a charged one.

Hartree atomic units are used, so two unit charges interact as $1/r$. The wire has period $a$ along $z$ and sits in a square supercell of side $L$ and cross-section $A=L^2$. Let $n(\mathbf r)$ be the total charge density, ions positive and electrons negative, and let $d$ be the largest transverse distance between two points of the same wire that carry charge. The interaction is replaced by
\begin{equation}
w(\boldsymbol\rho,z)=\frac{\theta(R-\rho)}{\sqrt{\rho^2+z^2}} .
\end{equation}
Two charges in the same wire are at most $d$ apart transversely, so all their interactions survive if $R\ge d$. A charge and one in a lateral image are at least $L-d$ apart, so their interaction is removed if $R\le L-d$. A sufficient window is therefore
\begin{equation}
d\le R\le L-d ,
\label{window}
\end{equation}
apart from pairs exactly at an edge. It is open when $L>2d$, and $R=L/2$ then lies inside it. The bound $L-d$ is reached when the extent $d$ lies along a cell vector; for other orientations the images are farther away and a larger $R$, or a smaller $L$, can still serve. With $n(\mathbf G)=\int_{\rm cell}n\,e^{-i\mathbf G\cdot\mathbf r}d^3r$ and $v$ the Fourier transform of $w$, the energy per period is
\begin{equation}
E=\frac{1}{2Aa}\sum_{\mathbf G}v(\mathbf G)\,|n(\mathbf G)|^2 .
\label{energy}
\end{equation}

Write $p$ for the length of the transverse wavevector and $g=|q+G_z|$ for the axial one, where $q$ is the phonon wavevector along the wire. Take $g>0$ first. The axial integral follows from
\begin{equation}
\frac1r=\frac1{\sqrt\pi}\int_0^\infty\frac{dt}{\sqrt t}\,e^{-tr^2},
\qquad
\int_{-\infty}^{\infty}e^{-tz^2-igz}dz=\sqrt{\frac{\pi}{t}}\;e^{-g^2/4t}.
\end{equation}
The integral of $e^{-igz}/r$ converges only conditionally; it is understood as the limit of vanishing $\epsilon$ with a factor $e^{-\epsilon z^2}$, which permits the exchange of integrations. Substituting $t=(g/2\rho)e^u$ makes both terms of the exponent equal in form:
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-igz}\,dz}{\sqrt{\rho^2+z^2}}
=\int_0^\infty\frac{dt}{t}\,e^{-\rho^2t-g^2/4t}
=\int_{-\infty}^{\infty}e^{-g\rho\cosh u}\,du=2K_0(g\rho).
\label{axial}
\end{equation}
The last step is the integral definition $K_0(x)=\int_0^\infty e^{-x\cosh u}du$ of the modified Bessel function.

The transverse angular integral gives $2\pi J_0(p\rho)$, so
\begin{equation}
v(p,g)=4\pi\int_0^R\rho\,J_0(p\rho)K_0(g\rho)\,d\rho .
\end{equation}
To integrate this, use $J_0'=-J_1$ and $(xJ_1)'=xJ_0$, together with $K_0'=-K_1$ and $(xK_1)'=-xK_0$. The last relation is the differential equation $(xK_0')'=xK_0$, which the integral definition satisfies because
\begin{equation}
xK_0''+K_0'-xK_0=-\int_0^\infty\frac{d}{du}\left[\sinh u\,e^{-x\cosh u}\right]du=0 .
\end{equation}
With arguments $p\rho$ and $g\rho$ understood, the product rule gives
\begin{align}
\frac{d}{d\rho}(p\rho J_1K_0)&=p^2\rho J_0K_0-pg\,\rho J_1K_1,\\
\frac{d}{d\rho}(-g\rho J_0K_1)&=g^2\rho J_0K_0+pg\,\rho J_1K_1 .
\end{align}
The mixed terms cancel in the sum, which is $(p^2+g^2)\rho J_0K_0$. At the lower limit $\rho J_1K_0\to0$, while $g\rho K_1(g\rho)\to1$; the bracket being integrated thus tends to $-1$, and subtracting it adds $1$. Hence
\begin{equation}
v(p,g)=\frac{4\pi}{p^2+g^2}\left[1+pR\,J_1(pR)K_0(gR)-gR\,J_0(pR)K_1(gR)\right].
\label{kernel}
\end{equation}
On the axis of reciprocal space, $p=0$, this becomes $4\pi[1-gR\,K_1(gR)]/g^2$. For fixed $g>0$ and $R\to\infty$ the functions $K_0$ and $K_1$ decay as $e^{-gR}$, up to powers of $R$, and the bulk kernel returns.

At $g=0$ the axial integral has no finite value. Cutting it at $|z|=h$ shows what diverges:
\begin{equation}
\int_{-h}^{h}\frac{dz}{\sqrt{\rho^2+z^2}}
=2\,\mathrm{arsinh}\frac h\rho
=2\ln\frac{2h}{\rho}+\frac{\rho^2}{2h^2}+\dots
\end{equation}
The divergence is a constant, $2\ln 2h$, independent of $\rho$. I keep it by writing the interaction as $2\ln(\ell/\rho)$ with a reference length $\ell$; the axial cutoff corresponds to $\ell=2h$. Since $\rho J_0(p\rho)$ is the derivative of $\rho J_1(p\rho)/p$, integration by parts gives
\begin{align}
v(p,0;\ell)&=-4\pi\int_0^R\rho J_0(p\rho)\ln\frac\rho\ell\,d\rho\nonumber\\
&=-4\pi\left[\frac{RJ_1(pR)}{p}\ln\frac R\ell-\frac1p\int_0^RJ_1(p\rho)\,d\rho\right]\nonumber\\
&=\frac{4\pi}{p^2}\left[1-J_0(pR)-pR\,J_1(pR)\ln\frac R\ell\right].
\label{plane}
\end{align}
The remaining integral was $[1-J_0(pR)]/p$. At $p=0$ the same integral is elementary:
\begin{equation}
v(0,0;\ell)=-4\pi\left[\frac{R^2}{2}\ln\frac R\ell-\frac{R^2}{4}\right]
=\pi R^2\left[1-2\ln\frac R\ell\right].
\label{origin}
\end{equation}

The neutrality condition comes from asking what changes when $\ell$ is replaced by $\ell'$. From \eqref{plane},
\begin{equation}
v(p,0;\ell')-v(p,0;\ell)=2\ln\frac{\ell'}{\ell}\;\frac{2\pi R\,J_1(pR)}{p}.
\end{equation}
The last factor is the two-dimensional transform of a disc of radius $R$ and height one. In real space the change is therefore the constant $2\ln(\ell'/\ell)$ for every pair closer than $R$ transversely. Inside the window \eqref{window} these are all the pairs of one wire and none between wires. If $Q$ is the total charge per period and $\lambda=Q/a$ the charge per length, the potential in the wire and the energy per period change by
\begin{equation}
\Delta\phi=2\lambda\ln\frac{\ell'}{\ell},\qquad
\Delta E=\frac12Q\,\Delta\phi=\frac{Q^2}{a}\ln\frac{\ell'}{\ell}.
\label{shift}
\end{equation}
The divergent part, $\ell'\to\infty$, thus cancels if and only if
\begin{equation}
Q=\sum_I Z_I-N_{\rm el}=0 ,
\end{equation}
with $Z_I$ the ionic charges and $N_{\rm el}$ the number of electrons in one period. The condition concerns the single component $n(\mathbf G=0)$. The other components of the plane, $n(\mathbf p,0)$ with $p\ne0$, need not vanish; their contributions to the change cancel in the sum over $\mathbf p$, not one by one. Setting the kernel to zero on the plane would discard the finite logarithmic interaction as well.

A calculation that treats electron--electron, electron--ion and ion--ion terms separately must also treat their logarithms consistently. With reference lengths $\ell_{ee}$, $\ell_{ei}$ and $\ell_{ii}$ and $N_{\rm el}=\sum_IZ_I=N$, the constants add up to
\begin{equation}
\frac{N^2}{a}\left(\ln\ell_{ee}-2\ln\ell_{ei}+\ln\ell_{ii}\right).
\end{equation}
This vanishes when the three lengths are equal. For a neutral wire the choice $\ell=R$ is convenient, because \eqref{plane} reduces to $4\pi[1-J_0(pR)]/p^2$ and \eqref{origin} to $\pi R^2$. For a charged wire $\ell$ carries physical information, namely its length, up to a numerical factor, or the distance to the compensating charge, and must not be tied to the supercell.

A small model shows the size of these effects. Each period of $a=4$ bohr holds charges $+1$ and $-1$, separated by 1.2 bohr along $x$ and 1.5 bohr along $z$. Each is a spherical Gaussian $e^{-r^2/2s^2}/(2\pi s^2)^{3/2}$ with $s=0.4$ bohr. Two of them at distance $r$ interact as $\mathrm{erf}(r/2s)/r$, and the self-energy of each is included. The charges are fixed, so the model contains the electrostatics of the wire but no electronic response, exchange or correlation. Adding the interactions in real space over 20000 periods on either side gives 0.842640 hartree per period. Equation \eqref{energy} with the truncated kernel and $R=L/2$ gives the same figure for $L=10$, 14 and 20 bohr. Gaussian tails have no sharp edge, but with $R=L/2$ the pairs they place on the wrong side of the cutoff are negligible here.

The bulk kernel, with its $\mathbf G=0$ term omitted, gives 0.83125, 0.83685 and 0.83981 hartree for the same three cells. Its slow convergence can be derived. Components with $g>0$ couple different wires through $K_0(g\rho)$, which is exponentially small at the image distance, so consider $g=0$. Let $F(\boldsymbol\rho)$ be the periodic potential of a unit line charge minus the isolated one, $-2\ln\rho$. Omitting $\mathbf G=0$ adds a uniform background of density $-1/A$, so near the wire $\nabla^2F=4\pi/A$. The square symmetry makes the quadratic term isotropic, and
\begin{equation}
F(\boldsymbol\rho)=F(0)+\frac{\pi\rho^2}{A}+O(\rho^4/L^4).
\end{equation}
For line charges $\pm1/a$ a transverse distance $b$ apart, the energy error per period is
\begin{equation}
\frac a2\,\frac{2F(0)-2F(b)}{a^2}\simeq-\frac{\pi b^2}{aA}.
\label{dipole}
\end{equation}
The Gaussian widths add the same mean square to like and unlike pairs and drop out at this order. For $L=10$ bohr the estimate is $-\pi(1.2)^2/(4\times100)=-0.01131$ hartree, against a computed error of $-0.01139$; for $L=20$ bohr the two are $-0.002827$ and $-0.002833$. For a wire with a transverse dipole, as here, the error falls as $1/L^2$, the inverse of the cell area. Without a transverse dipole the energy converges faster: as $1/L^4$ if a transverse quadrupole remains, and exponentially if all charges lie on the axis. A transverse displacement of a charged ion creates a dipole, so its force constant keeps the $1/L^2$ error in these cases too.

The window matters as much as the formula. With $L=10$ bohr the centres of the charges alone would allow $R$ from 1.2 to 8.8 bohr, and the Gaussian widths narrow this range from both ends. Taking $R=1.0$ bohr, which loses interactions within the wire, changes the energy by $-0.180$ hartree; taking $R=9.5$ bohr, which admits part of the image interactions, changes it by $+0.489$ hartree. Both values were obtained with $\ell=1$ bohr. Neutrality gives no protection here, because the disc no longer covers every pair of one wire and no others.

Inside the window, with $L=20$ bohr, raising $\ell$ from 1 to 10 bohr leaves the neutral energy unchanged to rounding, although the largest contribution of a single wavevector to the change is 0.0169 hartree. If the negative charge is reduced to $-0.5$, then $Q=0.5$ and \eqref{shift} gives $(0.25/4)\ln10=0.1439$ hartree, which is also the change in the reciprocal-space sum. The energy of this charged chain has no limit as more periods are included. Summing over $N$ periods on either side corresponds to $h=(N+\tfrac12)a$, since each period stands for a segment of length $a$. The real-space sum is 0.96501 hartree for $h=802$ bohr and 1.25267 hartree for $h=80002$ bohr, and the kernel with $\ell=2h$ reproduces both to these digits.

For density functional perturbation theory at $q=0$ the condition applies to the perturbed charges. If an ion moves rigidly by $\mathbf u$ in every period, its charge changes to first order by $-\mathbf u\cdot\nabla n_{\rm ion}$, which integrates to zero. The electronic response at fixed electron number also integrates to zero. Let a prime denote the derivative with respect to the displacement and $\langle f|v|g\rangle$ the interaction of two charge distributions per period. The electrostatic energy $E=\frac12\langle n|v|n\rangle$ then has the second derivative
\begin{equation}
E''=\langle n'|v|n'\rangle+\langle n|v|n''\rangle .
\end{equation}
A change of $\ell$ alters each term by an amount proportional to the product of the two total charges, and $n'$ and $n''$ both have none. This part of the force constant is therefore independent of $\ell$ even if the wire itself is charged, provided the electron number is held fixed. This concerns only the constant that $\ell$ represents. A metallic gate also responds to the displacement: a grounded coaxial tube of radius $c$ changes the transverse force constant of a unit charge near the axis by about $-2/(ac^2)$ through its image charges, which the kernel does not contain.

In the neutral model, moving the positive charge along $x$ in every period gives a force constant of 0.013603 hartree/bohr$^2$ with the truncated kernel at $L=20$ bohr. A five-point finite difference of the real-space sum gives the same value. The bulk kernel gives 0.009634 hartree/bohr$^2$, too small by 29\% of the correct value. Differentiating \eqref{dipole} twice with respect to $b$ predicts an error of $-2\pi/(aA)=-0.00393$ hartree/bohr$^2$; the computed one is $-0.00397$. In the same cell the energy is wrong by only 0.3\%, so a total energy that looks converged does not guarantee a converged force constant. The percentages belong to this model: the force constant is soft at $s=0.4$ bohr, and at $s=0.6$ bohr nearly the same absolute error amounts to about 8\% of it.

At finite $q$ the term $\langle n|v|n''\rangle$ still pairs the unperturbed density with the lattice-periodic part of $n''$, so in general it needs \eqref{plane} at every $q$; rigid charges displaced along the axis are an exception, since their $n''$ has no component on that plane. The value \eqref{origin} drops out of this term, because $n''$ has no total charge. In $\langle n'|v|n'\rangle$ the charges carry the wavevector $q$; for nonzero $q$ within the first Brillouin zone no axial wavevector vanishes there, and \eqref{kernel} suffices for this term. The approach to $q=0$ follows from $K_0(x)=-\ln(x/2)-\gamma+O(x^2\ln x)$, where $\gamma$ is Euler's constant:
\begin{equation}
2K_0(q\rho)\to2\ln\frac{\ell_q}{\rho},\qquad \ell_q=\frac{2e^{-\gamma}}{q}.
\end{equation}
The sheet $G_z=0$ thus tends to \eqref{plane} with $\ell=\ell_q$: the wavelength takes the place of the axial cutoff. A perturbation whose line charge stayed finite as $q\to0$ would have a logarithmically divergent energy. A longitudinal polar vibration of an insulating wire avoids this. If its dipole moment per length is $P_0\cos qz$, its line charge is minus the derivative, $qP_0\sin qz$, which vanishes with $q$.

To find its energy, give the charge a Gaussian transverse profile of width $s$. The average of $\sin^2qz$ is $\frac12$, and with the factor $\frac12$ of electrostatic energy the energy per length is
\begin{equation}
\mathcal E(q)=\tfrac14q^2P_0^2\,W(q),\qquad W=\langle2K_0(q\rho)\rangle .
\end{equation}
The average runs over the transverse separation of two points drawn from the profile, whose components have variance $2s^2$, so that $\langle e^{-t\rho^2}\rangle=1/(1+4s^2t)$. Inserting this in \eqref{axial} and setting $y=q^2/4t$,
\begin{equation}
W=\int_0^\infty\frac{e^{-y}}{y+q^2s^2}\,dy=e^{q^2s^2}E_1(q^2s^2)
\;\to\;-2\ln(qs)-\gamma ,
\end{equation}
where $E_1$ is the exponential integral. The energy, and with it the stiffening of the longitudinal polar mode by its own long-range field, vanishes as $q^2\ln(1/q)$. In the bulk kernel the term $p=0$ contributes $4\pi/(Aq^2)$ to $W$, which leaves
\begin{equation}
\mathcal E_{\rm bulk}(q\to0)=\frac{\pi P_0^2}{A}.
\end{equation}
This is the depolarisation energy of a three-dimensional array of wires, not of one wire.

For $P_0=1$ (a dipole per length has the unit of charge), $s=0.4$ bohr and $L=20$ bohr, the truncated kernel gives $W=5.872$ at $q=0.1$ bohr$^{-1}$, hence $\mathcal E=\frac14(0.01)(5.872)=1.47\times10^{-2}$ hartree/bohr. The bulk kernel gives $1.84\times10^{-2}$, which is still comparable. At $q=0.001$ bohr$^{-1}$ the truncated result has fallen to $3.77\times10^{-6}$ hartree/bohr, while the bulk result stands at $7.86\times10^{-3}$, close to its limit $\pi/400=7.85\times10^{-3}$. A dispersion curve computed with the bulk kernel would thus keep, as $q\to0$, a stiffening of the longitudinal polar mode that belongs to the supercell. It falls as the inverse of the cell area, but at fixed $L$ no refinement of $q$ removes it.
